# A Pinched Loop Does Not Prove an Ideal Memristor

Anyone who simulates a circuit containing a resistive memory cell must decide what the cell's state does while the supply is off. If the cell is an ideal charge-controlled memristor, the simulator may store one number, the charge that has passed, and restore it at the next power-up. If the state relaxes, that restart is wrong. A measured current-voltage loop pinched at the origin does not settle the matter. The device constructed below has such a loop, agrees with an ideal memristor to about two percent of peak current, and loses its state within seconds at zero bias.

## What is being claimed

Let $v$ be the voltage across a two-terminal device and $i$ the current through it, with signs chosen so that $vi$ is the power absorbed. An ideal charge-controlled memristor obeys

$$v=M(q)\,i,\qquad \frac{dq}{dt}=i, \tag{1}$$

with one fixed function $M(q)$. I take it to be passive, with $0<M<\infty$. The charge $q$ is the state, and its initial value is part of the preparation.

The claim to be refuted is that a hysteresis loop passing through $i=0$ when $v=0$ implies (1).

## The counterexample

Take a device with one dimensionless state variable $x$:

$$i=G_0e^{x}v,\qquad \frac{dx}{dt}=\frac{v}{\phi_0}-\frac{x}{\tau}. \tag{2}$$

Here $G_0$ is the conductance at rest, $\phi_0$ a flux scale in V s, and $\tau$ a finite relaxation time. The first term of the state equation describes voltage-driven drift of mobile ions, the second their return to equilibrium. At fixed $x$ the device is ohmic. The exponential is meant for $|x|$ up to order one.

For finite $x$ the factor $G_0e^x$ is positive and finite, so $i=0$ when, and only when, $v=0$. That is the whole origin of the pinch, and the state equation plays no part in it.

### The ideal twin

Let $\tau\to\infty$. Then $dx=v\,dt/\phi_0$. With the flux $\phi=\int v\,dt$ measured from the state $x=0$, this gives $x=\phi/\phi_0$. Since $dq=i\,dt=G_0e^{x}v\,dt=G_0\phi_0e^x\,dx$, integration from $x=0$, $q=0$ gives

$$q=G_0\phi_0(e^x-1),\qquad G_0e^x=G_0+\frac{q}{\phi_0}.$$

Hence

$$M(q)=\frac{1}{G_0+q/\phi_0}. \tag{3}$$

The limit is a true charge-controlled memristor, on the range $q>-G_0\phi_0$. The volatile device differs from it by the single term $-x/\tau$.

### Response to a sine voltage

Apply $v=V\sin\omega t$ and try the periodic solution $x=a\sin\omega t-b\cos\omega t$. Inserting it into $dx/dt+x/\tau=v/\phi_0$ gives

$$\left(b\omega+\frac a\tau\right)\sin\omega t+\left(a\omega-\frac b\tau\right)\cos\omega t=\frac{V}{\phi_0}\sin\omega t.$$

The cosine terms require $b=a\omega\tau$. The sine terms then give $a(1+\omega^2\tau^2)/\tau=V/\phi_0$, so

$$a=\frac{V\tau/\phi_0}{1+\omega^2\tau^2},\qquad b=\frac{V\tau}{\phi_0}\frac{\omega\tau}{1+\omega^2\tau^2}. \tag{4}$$

Equivalently, $x=X\sin(\omega t-\delta)$ with $X=\sqrt{a^2+b^2}$, $a=X\cos\delta$, $b=X\sin\delta$ and $\tan\delta=\omega\tau$.

The homogeneous equation adds $Ce^{-t/\tau}$. At $t=0$ the periodic part equals $-b$, so $C=x(0)+b$ and

$$x(t)=X\sin(\omega t-\delta)+[x(0)+b]e^{-t/\tau}. \tag{5}$$

The device forgets its preparation even while it is driven. The ideal twin has $x(t)=x(0)+(V/\omega\phi_0)(1-\cos\omega t)$ and keeps it.

### The loop

In the periodic state, put $\sin\omega t=v/V$. Then $\cos\omega t=+\sqrt{1-v^2/V^2}$ while $v$ rises and has the opposite sign while $v$ falls. The two branches are

$$i=G_0v\exp\left[a\frac vV\mp b\sqrt{1-\frac{v^2}{V^2}}\right], \tag{6}$$

with the upper sign for rising $v$. At fixed $v$ the ratio of the falling to the rising branch is $\exp(2b\sqrt{1-v^2/V^2})$. It exceeds one for $0<|v|<V$, so there is real hysteresis. Near the origin the slopes are $G_0e^{-b}$ (rising) and $G_0e^{b}$ (falling), so the branches cross there.

## Numbers for one cell

The example uses round parameters chosen for illustration: $G_0=1$ µS, $\phi_0=10$ mV s, $\tau=0.5$ s, driven at $V=0.5$ V and 10 Hz. Then $V\tau/\phi_0=25$ and $\omega\tau=31.4$. Equation (4) gives

$$a=\frac{25}{1+31.416^2}=0.0253,\qquad b=31.416\,a=0.795.$$

At $v=+V/2$ the square root in (6) is $0.866$, and $G_0V/2=0.25$ µA. The two currents are

$$0.25\,e^{0.0127-0.688}=0.127\ \text{µA},\qquad 0.25\,e^{0.0127+0.688}=0.504\ \text{µA}.$$

The loop is open by a factor of four at half the peak voltage. The slopes at the origin are 0.452 and 2.21 µS, a ratio of 4.90.

Compare this with the ideal twin prepared at $x(0)=-V/(\omega\phi_0)=-0.796$, for which $x_{\rm id}=-b_{\rm id}\cos\omega t$ with $b_{\rm id}=V/(\omega\phi_0)$. From (4), $b=b_{\rm id}\,\omega^2\tau^2/(1+\omega^2\tau^2)$, so

$$b_{\rm id}-b=\frac{b_{\rm id}}{1+\omega^2\tau^2}=\frac{a}{\omega\tau}.$$

The difference between the states is therefore

$$x-x_{\rm id}=a\sin\omega t+\frac{a}{\omega\tau}\cos\omega t.$$

Its amplitude is $a\sqrt{1+1/(\omega\tau)^2}=b_{\rm id}/\sqrt{1+\omega^2\tau^2}$, or 0.025 here. At equal times the two currents can thus differ by a factor of at most about $e^{0.025}$. The largest computed difference is 2.3% of the ideal peak current. An error band wider than that, drawn around the volatile loop, also contains the ideal one, so a point-by-point comparison at that accuracy need not tell the two devices apart.

The closeness has a simple cause. The drift term in (2) has amplitude $V/\phi_0=50$ s$^{-1}$, while the relaxation term has amplitude $X/\tau=1.6$ s$^{-1}$. During a fast sweep the leak is a small correction to the rate of change. When the voltage is removed, it is all that remains.

The twin had to be prepared in the right state, whereas the volatile device finds its loop by itself. Two copies started with states 0.5 apart and driven identically for 2.5 s end 0.0034 apart if volatile, and still 0.5 apart if ideal.

## Removing the bias

Set $v=0$ when the state is $x_0$. Equation (2) becomes $dx/dt=-x/\tau$, and

$$G(t)=G_0\exp\left(x_0e^{-t/\tau}\right). \tag{7}$$

Current is zero throughout, so $q$ does not change. The conductance does change if $x_0\neq0$. One value of $q$ would need many values of $M$, which contradicts (1). No choice of the function $M$ can repair this.

For example, start from $x=0$ and apply 0.5 V for 20 ms. With constant voltage the state equation gives

$$x_0=\frac{V\tau}{\phi_0}\left(1-e^{-t_p/\tau}\right)=25\left(1-e^{-0.04}\right)=0.980,$$

where $t_p$ is the pulse length. The conductance is then 2.67 µS. After 0.5 s at zero bias it is 1.43 µS, and after 2.5 s it is 1.01 µS, within one percent of rest. The ideal twin reaches $x=Vt_p/\phi_0=1$ and stays at 2.72 µS. Immediately after writing, the two conductances differ by only 2%.

## What pinching does prove, and what ideality requires

The correct statement has two parts.

**Pinching.** Suppose $i=G(x,v)\,v$ with $0<G<\infty$ and $dx/dt=f(x,v)$. Then $i=0$ exactly when $v=0$, for every $f$ that keeps the state in the range where $G$ is positive and finite. The proof is the product form itself. Pinching therefore tests the relation between current and voltage at one instant, and says nothing about how the state evolves.

**Ideality.** Let $i=G(x)v$, with $G$ smooth and positive and $G'(x)\ne0$ on an interval of states. On that interval the device is an ideal charge-controlled memristor with $M'(q)$ continuous and nonzero if and only if

$$f(x,v)=h(x)\,v,\qquad h(x)\neq0, \tag{8}$$

with $h$ continuous.

*Proof that (8) is necessary.* Let $R(x)=1/G(x)$. If the device is ideal, $R(x)=M(q)$. Because $M'\ne0$, $M$ can be inverted, and $q$ is a function of $x$. Differentiate $R(x)=M(q)$ in time:

$$R'(x)f(x,v)=M'(q)\,i=M'(q)\,G(x)\,v.$$

Here $R'=-G'/G^2$ is nonzero, so division is allowed:

$$f(x,v)=\frac{M'(q(x))\,G(x)}{R'(x)}\,v.$$

The state and the applied voltage can be chosen independently at any instant, so this holds for all $x$ in the interval and all $v$. The prefactor depends on $x$ alone, is continuous because $M'$, $G$ and $R'$ are, and does not vanish. It is $h(x)$.

*Proof that (8) is sufficient.* A continuous nonzero $h$ keeps one sign. Define

$$q(x)=\int_{x_r}^{x}\frac{G(s)}{h(s)}\,ds$$

from a reference state $x_r$. This function is strictly monotonic, so $x$ is a function of $q$. Along any motion

$$\frac{dq}{dt}=\frac{G(x)}{h(x)}\,h(x)\,v=G(x)v=i,$$

so $q$ is the charge that has passed, up to its starting value. Then $v=i/G(x(q))=M(q)i$ with $M(q)=1/G(x(q))$. Its slope $M'(q)=R'(x)h(x)/G(x)$ is continuous and nonzero, as required. ∎

For the counterexample $f=v/\phi_0-x/\tau$, which has the form (8) only in the limit $\tau\to\infty$. There $h=1/\phi_0$, and the integral reproduces (3).

Equation (8) implies $f(x,0)=0$: an ideal device keeps every state at zero bias. The reverse does not follow. Take $f=(v_0/\phi_0)\sinh(v/v_0)$, with $v_0$ a constant voltage. This device is nonvolatile, but $f$ is not proportional to $v$. A pulse of height $V$ and length $t_p$ changes $x$ by $(v_0t_p/\phi_0)\sinh(V/v_0)$. A pulse of half the height and twice the length has the same flux but changes $x$ by $(2v_0t_p/\phi_0)\sinh(V/2v_0)$. This is smaller, since $\sinh 2y=2\sinh y\cosh y>2\sinh y$ for $y>0$. Retention rules out volatility; it does not establish ideality.

## Two signatures under drive

**Charge per cycle.** For any passive ideal device, $d\phi=v\,dt=M(q)\,dq$ with $M>0$, so $\phi$ is a strictly increasing function of $q$. A drive that returns $\phi$ to its starting value must return $q$ as well. The charge passed per cycle of a pure sine voltage is therefore zero.

For the volatile device in its periodic state, put $\theta=\omega t-\delta$:

$$Q=\frac{G_0V}{\omega}\int_0^{2\pi}\sin(\theta+\delta)\,e^{X\sin\theta}\,d\theta.$$

Expand $\sin(\theta+\delta)=\sin\theta\cos\delta+\cos\theta\sin\delta$. The second part integrates to zero, because $\cos\theta\,e^{X\sin\theta}$ is the derivative of the periodic function $e^{X\sin\theta}/X$. With the modified Bessel function $I_1(X)=(1/2\pi)\int_0^{2\pi}\sin\theta\,e^{X\sin\theta}d\theta$,

$$Q=\frac{2\pi}{\omega}G_0V\cos\delta\,I_1(X). \tag{9}$$

Pairing $\theta$ with $-\theta$ gives $I_1(X)=(1/\pi)\int_0^\pi\sin\theta\sinh(X\sin\theta)\,d\theta>0$. So $Q>0$ for finite $\tau$. In the example $Q=0.684$ nC per cycle, a mean current of 6.84 nA, about one percent of the 0.660 µA peak. The state repeats while the accumulated charge grows without limit.

**Peak currents.** For an ideal device under the same drive, $\phi$ has equal values at the positive and negative voltage peaks, a quarter and three quarters of a period after $t=0$. Hence $q$ and $M$ are equal there too, and the peak-voltage currents have equal magnitude. For the volatile device, (6) at $v=\pm V$ gives the ratio $e^{2a}=1.052$.

Either signature refutes (1), provided the source is a pure sine without offset and the current meter is linear and free of offset. Even a small second harmonic can make the peak currents of an ideal device unequal, and a meter gain that depends on polarity can imitate both signatures. Neither alone proves volatility, since a rectifying contact can also produce them. The zero-bias wait addresses volatility directly.

## Sweeping the frequency

At fixed amplitude, the logarithm of the ratio of slopes at the origin is $2b$. With $u=\omega\tau$,

$$2b=\frac{2V\tau}{\phi_0}\frac{u}{1+u^2},\qquad \frac{d}{du}\frac{u}{1+u^2}=\frac{1-u^2}{(1+u^2)^2}.$$

The slope ratio is therefore largest at $\omega\tau=1$; the area of a single lobe, which also depends on $a$, need not peak at the same frequency. For slow sweeps the state follows the voltage, $x\to v\tau/\phi_0$, and the loop closes to a single curved line. For fast sweeps the state barely moves within a cycle and the loop closes to a straight line; its slope is $G_0$ once the transient in (5) has decayed, which takes several $\tau$, and is set by the preparation before that. The ideal twin gives $2V/(\omega\phi_0)$, which falls steadily with frequency.

At 0.5 V a slow sweep would push $x$ towards 25, where (2) has no claim to validity. With the amplitude held at 20 mV instead, the volatile device gives 0.198, 1.000 and 0.198 at 0.0318, 0.318 and 3.18 Hz. The ideal formula gives 20, 2.0 and 0.20. The first of these is formal, since it implies a state swing far beyond order one. At the highest frequency the devices agree to about one percent; towards low frequency they part.

## A measurement that decides

Write a state, remove the bias, wait a time $t_w$, and read with a weak pulse. Repeat with fresh writes and several waits. A read of 10 mV for 1 ms drives $x$ by at most $0.01\times0.001/0.01=0.001$, and relaxation during that millisecond lowers the freshly written state by about 0.002. Both are well below the written 0.98.

If no change larger than $\varepsilon<|x_0|$ is seen in $x=\ln(G/G_0)$, then $|x_0|(1-e^{-t_w/\tau})\le\varepsilon$. Solving for $\tau$ gives

$$\tau\ge\frac{t_w}{-\ln(1-\varepsilon/|x_0|)}.$$

For exponential relaxation, one successful wait is thus a lower bound on $\tau$, not evidence that it is infinite.

## How far a real cell departs from the model

The parameters are rough choices, not a fit to a measured cell. For a film 50 nm thick and 200 nm square, with the voltage dropping uniformly across it, the peak field is 0.1 MV/cm, well below the rough MV/cm scale of oxide breakdown. At this field, ion hops of 0.3 nm with charge $2e$ make the drift 0.2% faster than linear. Electron hops of 2 nm raise the current by 2.5%. A 1 pF pad gives a current at $v=0$ of 0.005% of the loop peak, so the measured pinch is slightly displaced. With a 0.5 eV barrier and the free-electron mass the tunnelling exponent is about 240 (about 110 for a mass of 0.2), so tunnelling through the whole film is negligible. These field estimates depend on the uniform drop. If the same 0.5 V falls across a 5 nm gap or contact barrier, as it may in a filamentary cell, the field is 1 MV/cm, the drift is 24% faster than linear, the hopping current is about six times the linear value, and the tunnelling exponent is ten times smaller.

Three assumptions are much weaker. First, relaxation in disordered oxides need not be exponential. A stretched exponential with exponent 0.6 and the same $\tau$ leaves 7.2% of the state after 2.5 s instead of 0.67%. Second, with an activation energy of 0.5 eV, $\tau$ falls from 0.5 s at 300 K to 22 ms at 85 °C. If the same ion hops carry the drift, $\phi_0$ falls by about the same factor, and the 10 Hz drive at 0.5 V would then take $x$ far beyond order one, where (2) no longer applies. Third, if Coulomb traps supply the electrons, Poole-Frenkel lowering of about 0.11 eV, for a relative permittivity of 5, could multiply the peak current by about 60. The factor is sensitive to the permittivity: about 100 for a value of 4 and about 30 for 7.

An instantaneous factor of that kind, even in $v$, reshapes the loop but leaves the pinch and (7) intact, provided the temperature is unchanged. With a finite read voltage, $G$ and $G_0$ must then be measured at the same voltage, so that the factor cancels in their ratio. Without this factor, and for a bare film on oxide with no heat carried away by electrodes (metal sheets above and below would cut the rise to a few tenths of a kelvin or less), estimated heating at the end of the write pulse is 1.3 K, which would shorten $\tau$ by 8% if sustained. If the drift is activated in the same way, the heating would also raise the written state by several percent. In the same electrode-free geometry, sixty times the power would mean roughly 80 K, and the state equation would then need a temperature of its own. These corrections change how fast the cell forgets and what its loop looks like. None of them turns a pinched loop into evidence of retention. The values for the uniform, electrode-free film are in the numerical output below.

## Computed results

```
Rest conductance G0 = 1.000 uS
Flux scale phi0 = 10.0 mV s; tau = 0.500 s
Drive V = 0.500 V; frequency = 10.0 Hz
omega tau = 31.416; delta = 88.177 deg
State amplitude X = 0.79537; a = 0.02530; b = 0.79497 (no unit)
Ideal twin state amplitude = 0.79577 (no unit)
Current at +V/2, rising = 0.1272 uA
Current at +V/2, falling = 0.5040 uA
Origin slope, v rising = 0.4516 uS
Origin slope, v falling = 2.2144 uS
Origin slope ratio = 4.9034 (no unit)
Peak absolute current, volatile = 0.6604 uA
Largest loop difference / ideal peak = 2.268 %
Net charge per cycle, volatile = 0.6840 nC
Mean current, volatile = 6.840 nA
Current ratio at +V and -V, volatile = 1.05191 (no unit)
Same ratio, other ideal device = 1.00000 (no unit)
Largest x in first cycle from rest = 1.5157 (no unit)
Initial state gap = 0.500; comparison time = 2.50 s
Remaining gap, volatile = 0.00337 (no unit)
Remaining gap, ideal = 0.50000 (no unit)
Write pulse = 0.500 V for 20.0 ms
Written state x = 0.98026 (no unit)
Wait 0.00 s: x = 0.98026, G = 2.6652 uS
Wait 0.50 s: x = 0.36062, G = 1.4342 uS
Wait 2.50 s: x = 0.00660, G = 1.0066 uS
Ideal G after pulse and any wait = 2.7183 uS
Read pulse = 10.0 mV for 1.0 ms
Upper estimate of read shift in x = 0.00100 (no unit)
Sweep amplitude = 20.0 mV
f = 0.0318 Hz: log slope ratio 0.19802, ideal 20.000 (no unit)
f = 0.3183 Hz: log slope ratio 1.00000, ideal 2.000 (no unit)
f = 3.1831 Hz: log slope ratio 0.19802, ideal 0.200 (no unit)
Film thickness = 50.0 nm; cell width = 200.0 nm
Peak field = 0.100 MV/cm; temperature = 300.0 K
Ion hop = 0.30 nm; drift excess = 0.225 %
Electron hop = 2.00 nm; current excess = 2.51 %
Optical permittivity = 5.0 (relative)
Poole-Frenkel lowering = 0.1073 eV
Possible Poole-Frenkel factor = 63.5 (no unit)
Thermal conductivity: film 1.50, oxide 1.40 W/(m K)
Power at pulse end = 0.6663 uW; heating = 1.332 K
Activation energy = 0.50 eV; self-heated tau = 0.4590 s
At 358.15 K: tau = 21.64 ms
Stretching exponent = 0.60 (no unit)
State left after 2.50 s: exponential 0.674 %, stretched 7.233 %
Pad capacitance = 1.00 pF
Capacitive current at v=0 / loop peak = 0.00476 %
Tunnel barrier = 0.50 eV; WKB exponent = 241.5 (no unit)
```
